# Which energy do forces in smeared calculations belong to?: test program

```python
"""
Result under test: in a self-consistent calculation with smeared occupations,
the Hellmann-Feynman force is -dF/dd with F = E - width*S (free energy), and
not -dE0/dd with E0 = F + width*S/p (energy extrapolated to zero width).

Model: ladder of AB dimers, one dimer per cell, k along the ladder.
  d      rung bond length (angstrom), the coordinate that moves
  h(k) = -2 T_LEG cos k + [[D, -t], [-t, -D]],  t = T_RUNG exp(-BETA (d - D_REF))
  D    = DELTA + U m / 2,  m = n_A - n_B  (self-consistent charge difference)
  E    = band part + U (n_A^2 + n_B^2)/2 + B_REP exp(-KAPPA (d - D_REF))
  S    = dimensionless smearing entropy per cell, both spins
  p    = leading power of width in F: 2 (Fermi-Dirac, Gaussian), 4 (MP1)
MP1 is first-order Methfessel-Paxton smearing. Energies in eV per cell.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import entr, erfc, expit

T_LEG, T_RUNG, BETA, D_REF = 1.0, 1.0, 1.5, 2.5
DELTA, U, B_REP, KAPPA = 0.3, 1.0, 0.2, 5.0
N_EL, WIDTH, D_TEST, MASS = 1.8, 0.1, 2.6, 10.0
POWER = {"FD": 2, "Gauss": 2, "MP1": 4}


def occupation(x, scheme):
    if scheme == "FD":
        return expit(-x)
    if scheme == "Gauss":
        return 0.5 * erfc(x)
    return 0.5 * erfc(x) - x * np.exp(-x * x) / (2 * np.sqrt(np.pi))


def entropy(x, scheme):
    if scheme == "FD":
        return entr(expit(-x)) + entr(expit(x))
    if scheme == "Gauss":
        return np.exp(-x * x) / (2 * np.sqrt(np.pi))
    return (1 - 2 * x * x) * np.exp(-x * x) / (4 * np.sqrt(np.pi))


def mesh(nk):
    return 2 * np.pi * (np.arange(nk) + 0.5) / nk


def rung(d):
    return T_RUNG * np.exp(-BETA * (d - D_REF))


def repulsion(d):
    return B_REP * np.exp(-KAPPA * (d - D_REF))


def energy_from(leg_energy, q, m, split, d, n_el):
    """Internal energy; q = electrons in lower band minus upper band."""
    r = np.hypot(split, rung(d))
    return (leg_energy + DELTA * m - q * rung(d) ** 2 / r
            + U * (n_el ** 2 + m ** 2) / 4 + repulsion(d))


def solve(d, width=WIDTH, scheme="FD", nk=400, n_el=N_EL):
    """Self-consistent smeared state and its Hellmann-Feynman force."""
    leg = -2 * T_LEG * np.cos(mesh(nk))
    t = rung(d)

    def fill(m):
        split = DELTA + U * m / 2
        r = np.hypot(split, t)
        lev = np.array([leg - r, leg + r])
        mu = brentq(lambda z: 2 * occupation((lev - z) / width, scheme).sum()
                    / nk - n_el, -8, 8, xtol=1e-13)
        occ = occupation((lev - mu) / width, scheme)
        q = 2 * (occ[0].sum() - occ[1].sum()) / nk
        return split, r, lev, mu, occ, q

    def mismatch(m):
        split, r, _, _, _, q = fill(m)
        return -q * split / r - m

    m = brentq(mismatch, -n_el, n_el, xtol=1e-13)
    split, r, lev, mu, occ, q = fill(m)
    E = energy_from(2 * (occ * leg).sum() / nk, q, m, split, d, n_el)
    S = 2 * entropy((lev - mu) / width, scheme).sum() / nk
    F = E - width * S
    force = -BETA * q * t * t / r + KAPPA * repulsion(d)
    return SimpleNamespace(E=E, S=S, F=F, E0=F + width * S / POWER[scheme],
                           force=force, mu=mu, lev=lev, occ=occ, m=m,
                           split=split)


def zero_width(d, n_el=N_EL):
    """Energy with sharp Fermi points, k integrals done analytically."""
    def fill(m):
        split = DELTA + U * m / 2
        r = np.hypot(split, rung(d))
        edge = np.array([-r, r])

        def fermi_k(mu):
            return np.arccos(np.clip((edge - mu) / (2 * T_LEG), -1, 1))
        mu = brentq(lambda z: 2 * fermi_k(z).sum() / np.pi - n_el, -8, 8,
                    xtol=1e-13)
        kf = fermi_k(mu)
        return split, r, kf, 2 * (kf[0] - kf[1]) / np.pi

    def mismatch(m):
        split, r, _, q = fill(m)
        return -q * split / r - m

    m = brentq(mismatch, -n_el, n_el, xtol=1e-13)
    split, r, kf, q = fill(m)
    leg_energy = -4 * T_LEG * np.sin(kf).sum() / np.pi
    return energy_from(leg_energy, q, m, split, d, n_el)


def slope(fun, d, h=2e-3):
    """Five-point numerical derivative."""
    return (8 * (fun(d + h) - fun(d - h))
            - (fun(d + 2 * h) - fun(d - 2 * h))) / (12 * h)


# Entropy and occupation belong together: ds/dx = x df/dx.
xs = np.linspace(-3, 3, 41)
for name in POWER:
    ds = slope(lambda x: entropy(x, name), xs)
    df = slope(lambda x: occupation(x, name), xs)
    assert np.allclose(ds, xs * df, atol=1e-8)

print("Model: ladder of AB dimers, energies per cell")
print(f"leg hopping {T_LEG} eV, rung hopping {T_RUNG} eV at {D_REF} A")
print(f"rung decay {BETA} 1/A, repulsion {B_REP} eV, its decay {KAPPA} 1/A")
print(f"site splitting DELTA {DELTA} eV, charging U {U} eV")
print(f"electrons per cell {N_EL}, main width {WIDTH} eV (Fermi-Dirac)")

# Energies and gradients at the test geometry.
ref = solve(D_TEST)
e_zero = zero_width(D_TEST)
f_zero = -slope(zero_width, D_TEST)
print(f"At d = {D_TEST} A, 400 k-points:")
print(f"  E  = {ref.E:.6f} eV,  width*S = {WIDTH * ref.S:.6f} eV")
print(f"  F  = {ref.F:.6f} eV,  E0 = {ref.E0:.6f} eV")
print(f"  zero-width energy = {e_zero:.6f} eV")
print(f"  charge difference n_A - n_B = {ref.m:.5f}")

grad_F = slope(lambda d: solve(d).F, D_TEST)
grad_E = slope(lambda d: solve(d).E, D_TEST)
grad_E0 = slope(lambda d: solve(d).E0, D_TEST)
grad_S = slope(lambda d: solve(d).S, D_TEST)
docc = slope(lambda d: solve(d).occ, D_TEST)
response = 2 * ((ref.lev - ref.mu) * docc).sum() / 400
assert abs(ref.force + grad_F) < 1e-7
assert abs(ref.force + grad_E0) > 1e-3
assert abs(response - WIDTH * grad_S) < 1e-7
assert abs(-grad_E0 - f_zero) < 0.5 * abs(ref.force - f_zero)
print(f"  Hellmann-Feynman force = {ref.force:.6f} eV/A")
print(f"  -dF/dd  = {-grad_F:.6f} eV/A")
print(f"  -dE0/dd = {-grad_E0:.6f} eV/A")
print(f"  -dE/dd  = {-grad_E:.6f} eV/A")
print(f"  width*dS/dd = {WIDTH * grad_S:.6f} eV/A")
print(f"  same from occupation response = {response:.6f} eV/A")
print(f"  zero-width force = {f_zero:.6f} eV/A")

half = solve(D_TEST, WIDTH / 2)
two_width = (4 * half.force - ref.force) / 3
assert abs(two_width - f_zero) < 0.3 * abs(ref.force - f_zero)
print(f"  force at half width = {half.force:.6f} eV/A")
print(f"  two-width combination = {two_width:.6f} eV/A")

# Other widths, schemes and a coarse mesh.
print("Scheme, width (eV), k-points: force, -dF/dd, -dE0/dd (eV/A)")
for name, width, nk in [("FD", 0.05, 400), ("FD", 0.2, 400), ("FD", 0.1, 6),
                        ("Gauss", 0.2, 400), ("MP1", 0.2, 400)]:
    s = solve(D_TEST, width, name, nk)
    gF = slope(lambda d: solve(d, width, name, nk).F, D_TEST)
    gE0 = slope(lambda d: solve(d, width, name, nk).E0, D_TEST)
    assert abs(s.force + gF) < 1e-7
    assert abs(s.force + gE0) > 1e-5
    print(f"  {name:5s} {width:.2f} {nk:3d}: {s.force:.6f} {-gF:.6f} {-gE0:.6f}")

# Order of the width errors against the sharp-Fermi-point reference.
a, b = (solve(D_TEST, w, "FD", 1000) for w in (0.06, 0.03))
ratio_F = (a.F - e_zero) / (b.F - e_zero)
ratio_E0 = (a.E0 - e_zero) / (b.E0 - e_zero)
assert 3.7 < ratio_F < 4.3 and 12 < ratio_E0 < 22
a, b = (solve(D_TEST, w, "MP1", 1000) for w in (0.10, 0.05))
ratio_MP = (a.F - e_zero) / (b.F - e_zero)
assert 12 < ratio_MP < 22
assert abs(a.E0 - e_zero) < 0.3 * abs(a.F - e_zero)
print("Error ratio when the width is halved (no unit):")
print(f"  FD: F {ratio_F:.2f}, E0 {ratio_E0:.2f};  MP1: F {ratio_MP:.2f}")

# Minimum property, with explicit density matrices on a small mesh.
NK_SMALL = 24
base = solve(D_TEST, nk=NK_SMALL)
h_bare = np.zeros((NK_SMALL, 2, 2), complex)
h_bare[:, 0, 0] = -2 * T_LEG * np.cos(mesh(NK_SMALL)) + DELTA
h_bare[:, 1, 1] = -2 * T_LEG * np.cos(mesh(NK_SMALL)) - DELTA
h_bare[:, 0, 1] = h_bare[:, 1, 0] = -rung(D_TEST)
h_scf = h_bare + np.diag([U * base.m / 2, -U * base.m / 2])


def trial(h):
    """F and E0 functionals at the Fermi-Dirac density matrix made from h."""
    lev, vec = np.linalg.eigh(h)
    mu = brentq(lambda z: 2 * expit((z - lev) / WIDTH).sum() / NK_SMALL
                - N_EL, -8, 8, xtol=1e-13)
    occ = expit((mu - lev) / WIDTH)
    rho = np.einsum("kin,kn,kjn->kij", vec, occ, vec.conj())
    n_site = 2 * np.einsum("kii->i", rho).real / NK_SMALL
    E = (2 * np.einsum("kij,kji->", rho, h_bare).real / NK_SMALL
         + U * (n_site ** 2).sum() / 2 + repulsion(D_TEST))
    S = 2 * (entr(occ) + entr(1 - occ)).sum() / NK_SMALL
    return np.array([E - WIDTH * S, E - WIDTH * S / 2])


start = trial(h_scf)
assert np.allclose(start, [base.F, base.E0], atol=1e-10)
rng = np.random.default_rng(3)
for _ in range(20):
    v = rng.normal(size=(NK_SMALL, 2, 2)) + 1j * rng.normal(size=(NK_SMALL, 2, 2))
    v = 0.02 * (v + v.conj().transpose(0, 2, 1))
    assert trial(h_scf + v)[0] > start[0] and trial(h_scf - v)[0] > start[0]
sharper = trial(1.05 * h_scf) - start
softer = trial(0.95 * h_scf) - start
assert sharper[0] > 0 and softer[0] > 0 and sharper[1] * softer[1] < 0
assert half.F < ref.E0
print("Change when occupations are sharpened / softened by 5 % (24 k-points):")
print(f"  F : {1e6 * sharper[0]:+.2f} / {1e6 * softer[0]:+.2f} micro-eV")
print(f"  E0: {1e6 * sharper[1]:+.2f} / {1e6 * softer[1]:+.2f} micro-eV")
print(f"F at half width = {half.F:.6f} eV, below E0 at full width")

# Relaxed bond lengths.


def lowest(fun):
    return minimize_scalar(fun, bounds=(2.3, 2.9), method="bounded",
                           options={"xatol": 1e-9}).x


d_force = brentq(lambda d: solve(d).force, 2.3, 2.9, xtol=1e-12)
d_F = lowest(lambda d: solve(d).F)
d_E0 = lowest(lambda d: solve(d).E0)
d_zero = lowest(zero_width)
assert abs(d_force - d_F) < 3e-6
assert abs(d_force - d_E0) > 1e-4
print("Bond lengths (A):")
print(f"  force vanishes {d_force:.5f}, minimum of F {d_F:.5f}")
print(f"  minimum of E0 {d_E0:.5f}, zero-width minimum {d_zero:.5f}")
print(f"  force left at the minimum of E0: {solve(d_E0).force:.6f} eV/A")

# Bond vibration: velocity Verlet with the Hellmann-Feynman force.
ACC = constants.e / constants.atomic_mass * 1e-10 / MASS  # A/fs^2 per eV/A


def vibrate(dt, total=300.0):
    d, v = d_force + 0.15, 0.0
    s = solve(d, nk=200)
    rows = []
    for _ in range(int(round(total / dt)) + 1):
        kin = 0.5 * v * v / ACC
        rows.append([kin + s.F, kin + s.E0, kin + s.E, d, kin])
        v += 0.5 * dt * ACC * s.force
        d += dt * v
        s = solve(d, nk=200)
        v += 0.5 * dt * ACC * s.force
    return np.array(rows)


run1, run2 = vibrate(1.0), vibrate(0.5)
swing1, swing2 = np.ptp(run1, axis=0), np.ptp(run2, axis=0)
assert swing1[0] < 0.05 * swing1[1]
assert 3.5 < swing1[0] / swing2[0] < 4.5
assert abs(swing1[1] / swing2[1] - 1) < 0.05
print(f"Vibration, reduced mass {MASS} u, 300 fs, steps 1.0 / 0.5 fs:")
print(f"  d runs from {run1[:, 3].min():.4f} to {run1[:, 3].max():.4f} A")
print(f"  largest kinetic energy {1e3 * run1[:, 4].max():.3f} meV")
for col, name in enumerate(["K+F ", "K+E0", "K+E "]):
    print(f"  max-min of {name}: {1e3 * swing1[col]:.5f} / "
          f"{1e3 * swing2[col]:.5f} meV")

# Gapped case: two electrons per cell, short rung, bands separated.
D_GAP = 1.5
gapped = solve(D_GAP, n_el=2.0)
gap = gapped.lev[1].min() - gapped.lev[0].max()
diff = gapped.force + slope(lambda d: solve(d, n_el=2.0).E0, D_GAP)
assert gap > 20 * WIDTH and abs(diff) < 1e-6
print(f"Gapped case, 2 electrons, d = {D_GAP} A: gap {gap:.3f} eV")
print(f"  |force + dE0/dd| below 1e-6 eV/A: {abs(diff) < 1e-6}")
print("all good")
```

It prints:

```
Model: ladder of AB dimers, energies per cell
leg hopping 1.0 eV, rung hopping 1.0 eV at 2.5 A
rung decay 1.5 1/A, repulsion 0.2 eV, its decay 5.0 1/A
site splitting DELTA 0.3 eV, charging U 1.0 eV
electrons per cell 1.8, main width 0.1 eV (Fermi-Dirac)
At d = 2.6 A, 400 k-points:
  E  = -1.836810 eV,  width*S = 0.024358 eV
  F  = -1.861169 eV,  E0 = -1.848990 eV
  zero-width energy = -1.849111 eV
  charge difference n_A - n_B = -0.15107
  Hellmann-Feynman force = -0.141339 eV/A
  -dF/dd  = -0.141339 eV/A
  -dE0/dd = -0.136025 eV/A
  -dE/dd  = -0.130710 eV/A
  width*dS/dd = -0.010630 eV/A
  same from occupation response = -0.010630 eV/A
  zero-width force = -0.136446 eV/A
  force at half width = -0.137598 eV/A
  two-width combination = -0.136350 eV/A
Scheme, width (eV), k-points: force, -dF/dd, -dE0/dd (eV/A)
  FD    0.05 400: -0.137598 -0.137598 -0.136427
  FD    0.20 400: -0.158732 -0.158732 -0.135796
  FD    0.10   6: -0.273084 -0.273084 -0.294562
  Gauss 0.20 400: -0.139278 -0.139278 -0.136364
  MP1   0.20 400: -0.136358 -0.136358 -0.136455
Error ratio when the width is halved (no unit):
  FD: F 4.01, E0 17.25;  MP1: F 16.22
Change when occupations are sharpened / softened by 5 % (24 k-points):
  F : +27.44 / +34.27 micro-eV
  E0: -548.77 / +682.01 micro-eV
F at half width = -1.852105 eV, below E0 at full width
Bond lengths (A):
  force vanishes 2.48684, minimum of F 2.48684
  minimum of E0 2.49152, zero-width minimum 2.49110
  force left at the minimum of E0: -0.008927 eV/A
Vibration, reduced mass 10.0 u, 300 fs, steps 1.0 / 0.5 fs:
  d runs from 2.3792 to 2.6368 A
  largest kinetic energy 14.928 meV
  max-min of K+F : 0.00935 / 0.00234 meV
  max-min of K+E0: 2.31323 / 2.31089 meV
  max-min of K+E : 4.62346 / 4.62104 meV
Gapped case, 2 electrons, d = 1.5 A: gap 4.977 eV
  |force + dE0/dd| below 1e-6 eV/A: True
all good
```
